# Why all-electron NMR shieldings need the radial function r du/dr

**Question.** An all-electron augmented-wave calculation describes occupied orbitals near a nucleus very well with radial functions $u_\lambda(E,r)$, their energy derivatives, and a few local orbitals. Why does the NMR shielding from the same functions converge slowly as local orbitals are added, and why does adding $r\,du_\lambda/dr$ help so much?

**Answer.**

### What the field does to an orbital

Use Hartree units, with $c=1/\alpha$, and a non-relativistic electron in a local potential with $V\to -Z/r$ at the nucleus. The field enters as $H^{(1)}=\mathbf A\cdot\mathbf p/c$, and the electron probability current is

$$\mathbf j=\mathrm{Im}\,\psi^*\nabla\psi+\frac{\mathbf A}{c}|\psi|^2,\qquad \mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf d).$$

In a periodic solid no single gauge origin $\mathbf d$ is natural. One choice takes $\mathbf d=\mathbf r'$ when the current at $\mathbf r'$ is wanted. The explicit diamagnetic term then vanishes there, and

$$H^{(1)}=\frac{1}{2c}\mathbf B\cdot\mathbf L+\mathbf a\cdot\mathbf p,\qquad \mathbf a=-\frac{1}{2c}\mathbf B\times\mathbf r'.$$

The $\mathbf L$ term leaves the radial function unchanged. Its response obeys $(h-\varepsilon)\psi^{(1)}\propto u_l$, which $\dot u_l=\partial u_l/\partial E$ solves, because differentiating $(h-E)u_l=0$ gives $(h-E)\dot u_l=u_l$. Energy-linearised functions suit this part.

The $\mathbf a\cdot\mathbf p$ term is different. From $[h,r_a]=-ip_a=-\partial_a$,

$$(h-\varepsilon)\,r_a\psi=-\partial_a\psi ,\qquad\text{so}\qquad \psi^{(1)}=-i\,\mathbf a\cdot\mathbf r\,\psi .$$

For $\psi=u_lY_{lm}$ the response has radial function $r u_l$ in the channels $\lambda=l\pm1$.

### The cusp that is missing

Insert $u_\lambda=r^\lambda(1+b r+\dots)$ into the radial equation

$$-\tfrac12u''-\frac{u'}{r}+\frac{\lambda(\lambda+1)}{2r^2}u+(V-E)u=0 .$$

The terms in $r^{\lambda-1}$ give

$$-\tfrac b2\left[\lambda(\lambda+1)+2(\lambda+1)-\lambda(\lambda+1)\right]-Z=0,\qquad b=-\frac{Z}{\lambda+1}.$$

The energy has not entered. In any finite combination of $u_\lambda(E_i)$ and their energy derivatives, the coefficient of $r^{\lambda+1}$ is therefore $-Z/(\lambda+1)$ times that of $r^\lambda$. For $\lambda=l+1$ the response needs something else:

$$r u_l=r^{l+1}\left[1-\frac{Z}{l+1}r+\dots\right].$$

Differentiating the series for $u_\lambda$ supplies it:

$$r\frac{du_\lambda}{dr}=\lambda r^\lambda-Zr^{\lambda+1}+\dots=\lambda r^\lambda\left[1-\frac Z\lambda r+\dots\right],\qquad \lambda=l+1 .$$

The first-order orbital thus has the character of $r\,du_{l+1}/dr$ near the nucleus, although it is not identical to it in general. One case of proportionality is hydrogenic: $u_{2p}\propto re^{-Zr/2}$ has derivative $(1-Zr/2)e^{-Zr/2}\propto u_{2s}$, hence $r u_{2s}\propto r\,du_{2p}/dr$.

The equation obeyed by the new function shows the same thing. Let $P=ru_\lambda$ and $C=\lambda(\lambda+1)/2r^2$, so that $-\frac12P''+(C+V-E)P=0$. Apply $r\,d/dr$ to this equation and use $(rP')''=rP'''+2P''$ and $rC'=-2C$:

$$(h_\lambda-E)(rP')=-P''+2CP-rV'P=\left[2(E-V)-rV'\right]P .$$

Since $r\,du_\lambda/dr$ corresponds to $rP'-P$, and $P$ is annihilated, it has this same source. Near the nucleus $-2V-rV'\to Z/r$, so the source $Zu_\lambda/r$ starts one power of $r$ lower than $u_\lambda$, whereas the source of $\dot u_\lambda$ is $u_\lambda$ itself.

### From the response to the shielding

Consider a filled shell in a spherical potential. The $\mathbf L$ term only mixes its occupied members and produces no current. Let approximate radial functions $g_\pm$ replace $ru_l$ in channels $l\pm1$. With real $\psi$ and $\psi^{(1)}=-if$, each orbital contributes $\mathbf j=f\nabla\psi-\psi\nabla f$.

The angular parts follow from gradients of $r^lY$ and $r^{-l-1}Y$, which are harmonic. With $\hat\nabla=r\nabla$ acting on angles,

$$\hat{\mathbf r}Y=\mathbf P_++\mathbf P_-,\quad \mathbf P_+=\frac{(l+1)\hat{\mathbf r}Y-\hat\nabla Y}{2l+1},\quad \mathbf P_-=\frac{l\,\hat{\mathbf r}Y+\hat\nabla Y}{2l+1}.$$

At the field point $\mathbf a\perp\mathbf r$. Let $D$ be the component of $\hat\nabla$ along the unit vector $\mathbf e=\mathbf a/a$. Summing over $m$,

$$\sum Y^2=\frac{2l+1}{4\pi},\qquad \sum Y\,\hat\nabla Y=0,\qquad \sum (DY)^2=(2l+1)K,\quad K=\frac{l(l+1)}{8\pi}.$$

The last sum is half of $\sum|\hat\nabla Y|^2=l(l+1)\sum Y^2$, by isotropy in the tangent plane. Differentiating the second sum gives $\sum Y D(\mathbf e\cdot\hat\nabla Y)=-(2l+1)K$. Also $D(\mathbf e\cdot\hat{\mathbf r})=1$. Therefore

$$\sum\left[(\mathbf e\cdot\mathbf P_+)DY-YD(\mathbf e\cdot\mathbf P_+)\right]=-K-\left(\frac{l+1}{4\pi}+K\right)=-\frac{(l+1)^2}{4\pi},$$

$$\sum\left[(\mathbf e\cdot\mathbf P_-)DY-YD(\mathbf e\cdot\mathbf P_-)\right]=K-\left(\frac{l}{4\pi}-K\right)=\frac{l^2}{4\pi}.$$

The radial current vanishes because $\sum Y\hat\nabla Y=0$. With two spins,

$$\mathbf j=-\mathbf a\,\frac{u_l}{2\pi r}G,\qquad G=(l+1)^2g_+-l^2g_- .$$

The charge current is $-\mathbf j$, so the induced field at the nucleus is $-\frac1c\int \mathbf r\times\mathbf j\,r^{-3}d^3r$. Insert $\mathbf a$ and the angular average $\mathbf r\times(\mathbf B\times\mathbf r)\to\frac23r^2\mathbf B$:

$$\sigma=-\frac{B_{\rm ind}}{B}=\frac{1}{2c^2}\cdot\frac23\cdot4\pi\int\frac{u_lG}{2\pi}\,dr=\frac{2\alpha^2}{3}\int_0^\infty u_l\left[(l+1)^2g_+-l^2g_-\right]dr .$$

For $g_\pm=ru_l$ the bracket is $(2l+1)ru_l$, and Lamb's diamagnetic value $\frac{2\alpha^2}{3}(2l+1)\langle1/r\rangle$ returns. The whole diamagnetic shielding has to be rebuilt by the response. A shell evaluated directly from $\langle1/r\rangle$ avoids this difficulty. The response $ru_l$ includes its components on other occupied shells, which cancel only between pairs of shells. If a core shell is taken from $\langle1/r\rangle$, the core components of the valence response must therefore be kept.

### How slowly the error falls

Put the atom in a sphere of radius $S$ with a hard wall. Take as local orbitals the normalised regular solutions $\chi_n$ that vanish at $S$, with energies $e_n$; write $\Delta_n=e_n-\varepsilon$ and $k=\sqrt{2e_n}$. Let $g_n$ be the coefficient of $ru_l$ on $\chi_n$, and $q_n=\int\chi_nu_l\,dr$ its weight in the shielding.

Two commutators give $g_n$. The first is $(h-\varepsilon)r_a\psi=-\partial_a\psi$; the second is $(h-\varepsilon)\partial_a\psi=-(\partial_aV)\psi$. Projecting both on $\chi_n$, and leaving aside a wall term for the moment,

$$g_n=\frac{1}{\Delta_n^2}\int\chi_nV'u_l\,r^2dr\simeq\frac{Zq_n}{\Delta_n^2},$$

because $V'\simeq Z/r^2$ near the nucleus. Without the wall term, each omitted local orbital therefore removes a positive amount, $g_nq_n\simeq Zq_n^2/\Delta_n^2$, from the integral.

For an $s$ orbital, $\chi_n\simeq\sqrt{2/S}\,k\,j_1(kr)$ at large $k$, and $\int_0^\infty j_1(x)dx=1$ gives $q_n\to\sqrt{2/S}\,u_s(0)$. With $\Delta_n\simeq k^2/2$ and level spacing $\pi/S$ in $k$,

$$\sum_{\rm omitted}g_nq_n\simeq\frac S\pi\int_k^\infty\frac{8Zu_s(0)^2}{S\,k'^4}dk'=\frac{8Z\,u_s(0)^2}{3\pi k^3}.$$

This is a leading-order law for $k\gg Z$; the free wave neglects corrections of relative order $Z/k$. For a $p$ orbital $u_p\propto r$, so $q_n\propto1/k$ and the error falls as $k^{-5}$ in both channels.

The wall term comes from $\partial_a\psi$ not vanishing at $S$. It adds to $g_n$ a part proportional to $\chi_n'(S)/\Delta_n^2$. Energy derivatives contain the same kind of term. If $U$ is the regular solution at linearisation energy $E_0$, integration by parts gives its coefficients as proportional to $\chi_n'(S)/(e_n-E_0)$. The combination of $u$ and $\dot u$ that vanishes at the wall has one more power of the denominator, and the corresponding $\ddot u$ function has two more. These functions repair the wall region, but their tails carry no nuclear term that could cancel $Zq_n/\Delta_n^2$.

### Why the new function acts in both channels

For $\lambda=l+1$ the source of the exact response $ru_l$ is $-(u_l'-l\,u_l/r)$. With $u_l=r^l[1-Zr/(l+1)+\dots]$ it starts as $Zr^l/(l+1)$. The source of $r\,du_\lambda/dr$, $Zu_\lambda/r$, also starts as $r^{\lambda-1}=r^l$. More generally, the cusp comparison above shows that a suitable combination of $u_\lambda$ and $r\,du_\lambda/dr$ reproduces the first two terms of $ru_l$, which removes the leading nuclear tail.

For $\lambda=l-1$ the response $ru_l\propto r^{\lambda+2}$ has no terms in $r^\lambda$ or $r^{\lambda+1}$, so it already meets the first cusp condition. The function still helps, for another reason. Write $q=u_l/r^2$ for the weight with measure $r^2dr$, and define $\gamma$ by $(h_\lambda-\varepsilon)\gamma=q$. If $\tilde g$ is the variational solution in a basis, its residual is orthogonal to every basis function $v$, and therefore

$$\langle q|g-\tilde g\rangle=\langle\gamma-v|(h_\lambda-\varepsilon)|g-\tilde g\rangle .$$

The shielding error is small if the basis describes *either* $g$ or $\gamma$ well. For $\lambda=l-1$, $q$ starts as $r^{l-2}$, and so does $Zu_\lambda/r$. Here $r\,du_\lambda/dr$ describes the leading singularity of $\gamma$.

### A numerical case

Take the model potential $V=-[1+9e^{-r}]/r$, so $Z=10$, with $S=2$ bohr and filled $2s$ and $2p$ semicore shells. The radial equations were solved in 200 polynomials that vanish at the centre and the wall. The orbital energies are $-5.73$ and $-5.43$ hartree; the linearisation energy is $E_0=0$.

With $2\alpha^2/3=35.501$ ppm bohr, Lamb's values are

$$\sigma_{2s}=35.501\times2.3126=82.10\ \text{ppm},\qquad \sigma_{2p}=3\times35.501\times2.3275=247.88\ \text{ppm}.$$

The $2p$ value is the sum of two parts of opposite sign, $4\times82.628=330.51$ ppm through $d$ and $-82.63$ ppm through $s$. These parts include occupied states: the $2s\to2p$ and $2p\to2s$ pieces ($\pm5.39$ ppm) cancel, while the $2p\to1s$ piece, $-72.16$ ppm, is cancelled only by the $1s\to2p$ piece of the $1s$ shell.

The linearised set holds the $N$ lowest local orbitals and the combination of $u$ and $\dot u$ that vanishes at the wall. One further function is then added, made from either $\ddot u$ or $r\,du/dr$. The errors of the $2s\to p$ part, relative to Lamb's value and in ppm, are:

| $N$ | linearised | with $\ddot u$ | with $r\,du/dr$ |
|---|---|---|---|
| 4 | −31.70 | −28.51 | −1.32 |
| 8 | −12.19 | −11.67 | −0.126 |
| 16 | −3.15 | −3.11 | −0.008 |
| 40 | −0.342 | −0.342 | −0.0001 |

At $N=8$ the linearised error is $12.19/82.10=15\%$ of the $2s$ shielding. An extra energy derivative changes little; an equally large set with $r\,du/dr$ reduces the error about a hundredfold at this $E_0$. In the $p$ channel the relative linear coefficient at the nucleus is $-5$ bohr$^{-1}$ for the linearised functions and $-10$ bohr$^{-1}$ for both $ru_{2s}$ and $r\,du/dr$.

The linearised errors are negative, in line with the positive omitted products. Let $k$ belong to the first omitted local orbital. The decay exponent in $k$ is 2.57 between $N=20$ and 40, and 2.77 between 40 and 80. It is rising towards the asymptotic 3, while $Z/k$ falls from 0.30 to 0.08.

At $N=8$ the $2p\to d$ error drops from $-3.20$ to $-0.016$ ppm, and the $2p\to s$ error from $+0.267$ to $-0.012$ ppm. The positive linearised error reflects the factor $-l^2$. For both shells together,

$$314.86\ \text{ppm (linearised)},\qquad 329.83\ \text{ppm (with } r\,du/dr),\qquad 329.99\ \text{ppm (Lamb)}.$$

Two changes separate cause from circumstance. Moving $E_0$ to 2 hartree leaves the $2s\to p$ errors at $N=16$ near $-3.15$ and $-0.011$ ppm. The linearised error stays at $-3.15$ ppm for $E_0$ from $-20$ to 30 hartree, but the size of the gain depends on $E_0$. With $r\,du/dr$ the error is $+0.0007$ ppm at $E_0=-5$, close to the orbital energy, $-0.064$ ppm at 30 and $-0.39$ ppm at $-20$ hartree; at $N=8$ and $E_0=-20$ the gain is only about a factor of two. Replacing $-Z/r$ by $-Z\,\mathrm{erf}(r/a)/r$ with $a=0.1$ bohr brings the linearised error at $N=40$ from $-0.342$ ppm to about $6\times10^{-6}$ ppm, relative to the smoothed atom's own Lamb value. The slow tail comes from the Coulomb singularity and disappears only when $ka$ exceeds about one. With $a=0.001$ bohr the same error is still $-0.341$ ppm, so a real nucleus, smaller than $10^{-4}$ bohr for $Z=10$, does not remove it at these wave numbers.

### Where the argument stops

A non-local potential adds terms to $[h,r_a]$, so the response is no longer simply $r_a\psi$. A relativistic orbital at a point nucleus has a different leading power of $r$, and the cusp comparison must be redone. In a crystal the orbital in a sphere contains several $l$, and the $\mathbf L$ term also contributes current; the nuclear expansion still applies to each $l$ where the spherical Coulomb term dominates. The hard wall replaces the interstitial region, so these numbers measure the quality of the basis inside a sphere. They do not predict a chemical shift, in which part of the semicore error may cancel between compounds.
